# Acoustic-phonon resistivity of doped graphene: the T⁴ law and its crossover, part 2

The problem is the resistivity $\rho$ of a graphene sheet of area $A$ whose electrons scatter from longitudinal acoustic phonons, assumed to be in equilibrium, through an unscreened deformation potential $D$. Electrons have energy $\varepsilon=\hbar v_Fk$, chemical potential $\mu$, degeneracy $g=4$, density $n$ and spinors $(1,\exp(i\alpha))/\sqrt2$, with $\alpha$ the direction of $\mathbf k$. The density of states per spin and valley is $\nu=k_F/(2\pi\hbar v_F)$. Phonons have $\omega=v_sq$ and occupation $N=1/[\exp(\hbar\omega/k_BT)-1]$; $\rho_m$ is the mass per area. For scattering angle $\theta$, $x=q/2k_F=\sin(\theta/2)$. Further, $t=T/\Theta$, $k_B\Theta=2\hbar v_sk_F$ and $y=\hbar\omega/k_BT=x/t$. The matrix element $M$ obeys
$$
A|M|^2=D^2q^2\,\frac{\hbar}{2\rho_mv_sq}\cos^2\frac\theta2
=\frac{\hbar D^2q}{2\rho_mv_s}\cos^2\frac\theta2 . \tag{2}
$$

In a field $E$ along the $x$ direction the distribution is $f_0+(-\partial f_0/\partial\varepsilon)\phi_{\mathbf k}$, where $f_0$, below also written $f$, is the equilibrium Fermi function. With $W_{\mathbf k\mathbf k'}$ the golden-rule rate (weight $N$ for absorption, $N+1$ for emission), the Boltzmann equation is
$$
\left(-\frac{\partial f_0}{\partial\varepsilon}\right)eEv_x=\frac1{k_BT}\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(\phi_{\mathbf k}-\phi_{\mathbf k'}),\qquad
P_{\mathbf k\mathbf k'}=f_0(1-f_0')W_{\mathbf k\mathbf k'} . \tag{7}
$$
$$
\int d\varepsilon\,f_0(\varepsilon)[1-f_0(\varepsilon+\hbar\omega)]=\hbar\omega(N+1). \tag{13}
$$

The drifting distribution, $\phi=\hbar k_xu$ with drift velocity $u$, gives an upper bound on $\rho$:
$$
\rho=\rho_{\rm lin}(T)\,F(t),\qquad
F(t)=\frac{16}{\pi t^2}\int_0^1dx\,\frac{x^4\sqrt{1-x^2}}{4\sinh^2(x/2t)} . \tag{17}
$$
Here $\rho_{\rm lin}\propto T$ is the high-temperature linear law. At low temperature
$$
F\simeq\frac{64\pi^3}{15}\,t^3\left(1-\frac{10\pi^2}{7}t^2\right),\qquad
\rho\simeq\frac{64\pi^3}{15}\,\frac{\rho_{\rm lin}}{T}\,\frac{T^4}{\Theta^3}\quad(t\to0). \tag{18}
$$
The two asymptotes meet at $0.196\,\Theta$.

The example has $D=20$ eV, $v_s=2\times10^4$ m/s, $v_F=10^6$ m/s, $\rho_m=7.6\times10^{-7}$ kg/m² and $n=10^{13}$ cm⁻², hence $k_F=0.56$ nm⁻¹, $E_F=0.37$ eV, $\Theta=171$ K, a linear slope of 0.135 Ω/K and a meeting point of 34 K. The opening numbers, from the full solution, are 0.032 Ω at 10 K and 0.38 Ω at 20 K.

It remains to see how good the drifting distribution is when phonons alone scatter the electrons. Collisions between electrons are left out of this comparison. They conserve the total momentum and favour the drifting distribution, so they can only bring the resistivity closer to formula (17). Let $\phi=\chi(s)\cos\alpha$, with $s=(\varepsilon-\mu)/k_BT$. For a given $\mathbf k$ the angles $\theta$ and $-\theta$ are equally likely, so the average of $\phi'$ is $\chi(s')\cos\alpha\cos\theta$, with $\cos\theta=1-2x^2$. The strength of scattering per interval of $x$ is proportional to $x(1-x^2)/\sqrt{1-x^2}=x\sqrt{1-x^2}$, and $x=t|w|$, where $w=s'-s$ is the energy transfer. Absorption ($w>0$) has the weight $N$ and emission ($w<0$) the weight $N+1$; in both cases $|w|$ times the weight equals $w/[\exp(w)-1]$. Equation (7) becomes, with a constant $\lambda$ proportional to the field,
$$
\lambda f(1-f)=\int ds'K(s,s')\left\{[\chi(s)-\chi(s')]+2t^2w^2\chi(s')\right\}, \tag{21}
$$
$$
K=t^2f(s)[1-f(s')]\,\frac{w}{\exp(w)-1}\sqrt{1-t^2w^2},\qquad |w|\le\frac1t .
$$
The first term in braces evens out $\chi$ between energies; the second destroys momentum. At low temperature their rates scale as $t^2$ and $t^4$. Energy exchange wins, and $\chi$ tends to a constant. Integrating (21) over $s$ then removes the first term, because $K$ is symmetric, and leaves the momentum balance of the drifting distribution. The $T^4$ coefficient in (18) is thus the correct one for the Boltzmann equation in the limit $T\to0$. The next correction follows by the same count: an imbalance of order $t^4$ acts against a relaxation of order $t^2$ and bends $\chi$ by a relative amount of order $t^2$, which lowers $\rho$ by a fraction of order $t^2$.

For the opposite limit, and for a further comparison, the rate of momentum loss at one energy is needed. Detailed balance between $s$ and $s+y$ reads $Nf(s)[1-f(s+y)]=(N+1)f(s+y)[1-f(s)]$. Expanding both sides and cancelling the common product gives $N[f(s)-f(s+y)]=f(s+y)[1-f(s)]$, and therefore
$$
N\frac{1-f(s+y)}{1-f(s)}=N+f(s+y),\qquad
(N+1)\frac{1-f(s-y)}{1-f(s)}=N+1-f(s-y),
$$
the second relation following in the same way from the pair $s-y$ and $s$. The sum is $2N+1+f(s+y)-f(s-y)$. When $T\gg\Theta$ every $y$ is small and the sum is $2/y$ at leading order, independent of $s$. A constant $\chi$ then solves (21), and the linear law is also correct for the Boltzmann equation, at leading order in $k_BT/E_F$.

Between the limits (21) was solved numerically on an energy grid. Separately, equation (7) was solved by expanding $\chi$ in ten polynomials of $\tanh(s/4)$, with the true energy conservation and with the example's finite $v_s/v_F$ and $k_BT/E_F$. The second solution lies below formula (17) by 0.18% at $0.01\,\Theta$, 0.65% at $0.02\,\Theta$, 10.8% at $0.1\,\Theta$, 12.9% at $0.15\,\Theta$, 11.1% at $0.2\,\Theta$ and 1.5% at $0.5\,\Theta$, in per cent of the formula. The grid solution gives the same gaps to within 0.1 percentage point. Enlarging the basis to fourteen polynomials at $0.1\,\Theta$ changes the resistivity by about 0.01%. Between $0.01\,\Theta$ and $0.02\,\Theta$ the full solution rises with the power 3.99.

The crossover hardly moves. The local exponent $d\ln\rho/d\ln T$ passes 5/2, halfway between the two laws, at $0.185\,\Theta$ for the formula and at $0.197\,\Theta$ for the full solution. The pure $T^4$ range does shrink: the full solution is already 7% below that law at $0.05\,\Theta$. This also explains the opening numbers, for 10 K and 20 K are $0.06\,\Theta$ and $0.12\,\Theta$, where a doubling of $T$ brings a factor of 12 instead of 16.

A shortcut replaces $\chi(s')$ by $\chi(s)$ in (21), which defines a relaxation time for each energy. At low temperature its inverse is proportional to $t^4R(s)$, with
$$
R(s)=2\int_0^\infty dy\,y^3\left[2N+1+f(s+y)-f(s-y)\right].
$$
The part with $2N$ gives $\int_0^\infty 2y^3N\,dy=2\pi^4/15$. In the rest, $1-f(s-y)=f(y-s)$. Shifting the variable to $z=y-s$ in one term and $z=y+s$ in the other, and using $f(-z)=1-f(z)$, one finds
$$
\int_0^\infty y^3[f(y-s)+f(y+s)]dy=\frac{s^4}4+\int_0^\infty\left[(s+z)^3-(s-z)^3\right]f(z)\,dz .
$$
The bracket is $6s^2z+2z^3$, and $\int_0^\infty zf\,dz=\pi^2/12$, $\int_0^\infty z^3f\,dz=7\pi^4/120$. Altogether
$$
R(s)=2\left[\frac{s^4}4+\frac{\pi^2s^2}2+\frac{7\pi^4}{60}+\frac{2\pi^4}{15}\right]=\frac12(s^2+\pi^2)^2 . \tag{22}
$$
Electrons at the Fermi energy lose momentum slowly, because exclusion blocks most of their final states; those a few $k_BT$ away lose it much faster. The drifting distribution averages the rate $R$ over the thermal window $f(1-f)$. The shortcut averages the time $1/R$, which favours the slow electrons. It gives the right power $T^4$ with a coefficient 0.66 times the correct one. Its fault is to ignore the energy exchange that mixes slow and fast electrons.

Strong elastic scattering by defects, with a rate that is the same for all thermal electrons, also flattens $\chi$. With a background of 300 Ω, which by itself means a mobility of about 2,000 cm²/Vs, the resistivity added by phonons at $0.1\,\Theta$ is 0.999 times formula (17), against 0.892 in the clean sheet. Here the background is subtracted at the same temperature. If its rate is strictly constant, the background itself rises by the fraction $(\pi^2/6)(k_BT/E_F)^2$, because the chemical potential falls at fixed density. That rise is 0.008 Ω at $0.1\,\Theta$ and 0.003 Ω at 10 K, or 3% and 8% of the phonon part. The phonon part of the resistivity is thus not quite independent of the defects.

The assumption that phonons stay in equilibrium can be judged from the rate at which electrons absorb them. For a mode $\mathbf q$ the net rate is
$$
\gamma_q=\frac{2\pi g}{\hbar}\sum_{\mathbf k}|M|^2(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\hbar\omega).
$$
The energy integral of the difference of Fermi functions is $\hbar\omega$. Both states lie on the Fermi circle, which fixes two directions of $\mathbf k$; at each, the final energy changes with angle at the rate $\hbar v_Fq\sqrt{1-x^2}$. The angular average of the delta function is therefore $1/(\pi\hbar v_Fq\sqrt{1-x^2})$. With (2),
$$
\gamma_q=\frac{2\pi g\nu}{\hbar}\cdot\frac{\hbar D^2q(1-x^2)}{2\rho_mv_s}\cdot\frac{\hbar v_sq}{\pi\hbar v_Fq\sqrt{1-x^2}}
=\frac{g\nu D^2q}{\rho_mv_F}\sqrt{1-x^2}. \tag{23}
$$
At 20 K a phonon with $\hbar v_sq=k_BT$ travels $v_s/\gamma_q=3.4$ μm before the electrons absorb it, and the more important ones near $4k_BT$ travel about 1 μm. If edges, defects or the surroundings do not take up their momentum within such distances, the phonons drift along with the electrons and the resistivity is smaller than calculated here. The size of that reduction is not computed.

The gravest assumption for real graphene is the absence of screening. In the Thomas–Fermi approximation a potential $V_0$ induces charge that reduces it to $V=V_0-(q_{TF}/q)V$, so that $V=V_0/(1+q_{TF}/q)$, with $q_{TF}=e^2g\nu/(2\epsilon_0\kappa)$. For a rough dielectric constant $\kappa=4$ of the surroundings, $q_{TF}=2.2\,k_F$. At fixed $D$, screening would reduce formula (17) to 15% of its value at 300 K and to 4% at 10 K. For small $q$ it adds a factor $(q/q_{TF})^2$ to the scattering rate and turns $T^4$ into $T^6$.

There is, however, a coupling that this screening does not touch. A lattice wave also changes the bond lengths unequally, which acts on the electrons as a vector potential of opposite sign in the two valleys and induces no net charge at first order. Its components are $(u_{xx}-u_{yy},-2u_{xy})$, with $u_{ij}$ the strain. For a longitudinal wave in the direction $\beta$ they are proportional to $q(\cos2\beta,-\sin2\beta)$, and between the spinors the matrix element has the magnitude $q|\cos(\tfrac12(\alpha+\alpha')+2\beta)|$. For a transverse wave the vector is turned by a right angle and the cosine becomes a sine. If both waves had the same velocity, the squares would add to $q^2$, without the overlap factor $1-x^2$. In (17) the root then moves to the denominator, and the high-temperature integral becomes $\int_0^1x^2/\sqrt{1-x^2}\,dx=\pi/4$, so that $16/\pi$ is replaced by $4/\pi$. The $T^4$ law remains, with $F\to(16\pi^3/15)t^3$, and the asymptotes meet at $0.31\,\Theta$, or 53 K, instead of 34 K. In graphene the transverse waves are slower than the longitudinal ones. With a transverse velocity of 1.3 to $1.4\times10^4$ m/s, and $\Theta$ still defined by the longitudinal velocity, the meeting point moves down to about 0.22 to $0.24\,\Theta$, or 38 to 41 K.

Beside the real material, the value $D=20$ eV is thus best read as an effective constant that stands for all acoustic couplings together in the linear range. The slope of 0.135 Ω/K that it gives is of the size found in measurements, roughly 0.1 Ω/K. The slope does not fix the resistivity at low temperature, however. For the same slope, the drifting distribution gives 0.034 Ω at 10 K for the unscreened deformation potential, but only about 0.01 Ω with the screening estimated above, and between about 0.01 and 0.03 Ω for the bond-length coupling. The position of the crossover is less certain than the slope, since it depends on which coupling dominates and on the transverse sound velocity: it lies at $0.20\,\Theta$ for the pure deformation potential without screening, at about $0.14\,\Theta$ (where the linear and the $T^6$ law meet) with the screening estimated above, and between about 0.22 and $0.31\,\Theta$ for the pure bond-length coupling with the velocities considered here. At room temperature $k_BT/E_F=0.07$, and the full solution, 40.1 Ω, shows that the finite temperature of the electrons hardly matters.

Optical phonons of the sheet are not contained in (17), and at 300 K they are no longer negligible. For an isotropic coupling $D_o$ and energy $\hbar\omega_o$, $|M|^2=\hbar D_o^2/(2\rho_mA\omega_o)$. At the Fermi energy the occupation factor found above is $\coth(y/2)-\tanh(y/2)=2/\sinh y$, with $y=\hbar\omega_o/k_BT$, and the golden rule gives
$$
\frac1{\tau_o}=\frac{\pi D_o^2\nu}{\rho_m\omega_o}\,\frac{2}{\sinh(\hbar\omega_o/k_BT)},\qquad
\rho_o=\frac{2}{e^2g\nu v_F^2\tau_o}.
$$
With the rough values $D_o=10^9$ eV/cm and $\hbar\omega_o=0.16$ eV this is 0.7 Ω, the value printed by the program. It uses the rate at the Fermi energy, but electrons away from it are scattered more often. The acoustic phonons, which dominate, keep $\chi$ nearly constant, so the optical rate has to be averaged over the thermal window $f(1-f)$. By (13) this replaces $2/\sinh y$ by $2yN(N+1)=y/[2\sinh^2(y/2)]$, which at $y=6.2$ is 3.1 times as large. For this $D_o$ the optical phonons thus add about 2 Ω, or 5% of the acoustic part. The amount grows with $D_o$, however, though somewhat more slowly than $D_o^2$, because strong optical scattering away from the Fermi energy bends $\chi$. The value used is also low for all optical modes together. If the hopping energy between neighbouring atoms changes by 4 to 5.5 eV per Å of bond length, the modes at the zone centre and those at the zone boundary, which scatter electrons between the valleys, act together like a $D_o$ of about 1.5 to $2\times10^9$ eV/cm at 0.16 eV, if their energies are taken as 0.196 and 0.16 eV. They then add roughly 4 to 6 Ω. Polar vibrations of the surrounding crystal, which reach the electrons through their electric field, are left out and not estimated, so the linear law should not be trusted near room temperature without them. At the cold end the limit is practical: at 10 K the phonons contribute 0.03 Ω in the model, and in a real sheet perhaps less, so the power law has to be read from a small change on top of the resistivity due to defects. The numerical output gives the values at further temperatures.

## Calculated quantities

```
density 1.0e+13 cm^-2
deformation potential 20.0 eV
sound speed 2.00e+04 m/s; electron speed 1.00e+06 m/s
mass per area 7.60e-07 kg/m^2
k_F 0.5605 nm^-1; E_F 0.3689 eV
Theta (Bloch-Grueneisen) 171.25 K
linear slope 0.1353 ohm/K
low-T coefficient 64 pi^3/15 = 132.293
T^4 coefficient 3.5640e-06 ohm/K^4
T (K), formula (ohm), full Boltzmann (ohm):
     4    0.00091    0.00090
    10    0.03383    0.03215
    20    0.43275    0.38022
    50    4.36899    4.09205
   100   12.01639   11.91351
   200   26.25106   26.24877
   300   40.04315   40.06383
phonon-limited mobility at 300 K 15587 cm^2/Vs
T/Theta, F, full/formula - 1 (%), same from energy grid (%):
   0.01 1.3211e-04   -0.18   -0.16
   0.02 1.0523e-03   -0.65   -0.64
   0.05 1.5931e-02   -3.74   -3.77
   0.08 6.0819e-02   -8.23   -8.26
   0.10 1.0971e-01  -10.76  -10.76
   0.15 2.7122e-01  -12.89  -12.89
   0.20 4.3282e-01  -11.13  -11.10
   0.30 6.5944e-01   -5.99   -6.00
   0.50 8.5207e-01   -1.47   -1.49
   1.00 9.5960e-01   -0.07   -0.12
   2.00 9.8966e-01    0.06   -0.01
largest gap on this list at T/Theta = 0.15
full exponent between T/Theta 0.01 and 0.02: 3.987
basis shift -1.2e-02 %; mesh 1.3e-12 %
asymptotes meet at 0.1963 Theta = 33.6 K
F at that point 0.4217
formula = 0.9 of T^4 law at 0.0793 Theta
formula = 0.9 of linear law at 0.6206 Theta
exponent 5/2: formula 0.1853, full 0.1973 Theta
local-tau / true T^4 prefactor 0.6586
elastic background 300 ohm, T = 0.1 Theta:
  added resistivity / formula 0.9986
kT/E_F at 300 K 0.0701
dielectric constant 4.0; q_TF/k_F 2.188
screened/unscreened at 10 K 0.0424
screened/unscreened at 300 K 0.1458
screened low-T exponent 5.987
gauge-coupling crossover 0.3115 Theta
optical: 1.0e+09 eV/cm, 0.16 eV
optical-phonon resistivity at 300 K 0.70 ohm
phonon path against electrons at 20 K 3.36 um
```
